Thickness-dependent yield stress from threading-dislocation glide in a thin film

**1. The numerical fact and the result**

In the example below, doubling the film thickness from 1000 Å to 2000 Å lowers the stress needed to drive a threading dislocation from 0.00222 to 0.00125 eV/Å³. The ratio is 0.564, whereas an inverse-thickness law would give 0.5. The difference comes from the energy of the line left at the interface, which grows logarithmically with thickness.

Consider a film of thickness h with a free top surface, bonded to a thick substrate and carrying a uniform equibiaxial stress of magnitude σ. A threading dislocation crosses the film on an inclined slip plane. As it glides, it deposits a straight dislocation at the interface. Let b be the Burgers length, φ the angle between slip-plane normal and film normal, and λ the angle between Burgers vector and film normal. Without friction, the critical stress is

σ_c = G W(h)/(b h),  G = sin φ/(cos φ cos λ)   (1)

where W is the line energy per unit length. For h much larger than the core length r₀,

W = (b²/2π) K ln(βh/r₀).   (2)

K is an elastic modulus and β a dimensionless constant, both obtained below. Nix's form takes r₀ = b, a common Poisson ratio ν, and K = m/(1−ν), with m = μ_f μ_s/(μ_f+μ_s) built from the film and substrate shear moduli:

σ_N = G b m ln(βh/b)/[2π(1−ν)h].   (3)

Linear isotropic elasticity is assumed throughout, with one isolated dislocation and no cap layer. The equations contain no physical constants and hold unchanged in atomic units; numbers are in eV and Å.

**2. Work done by the film stress**

Let y point along the film normal, z along the deposited line, and x across the line in the interface. The slip plane contains z and the rising direction g = (cos φ, sin φ, 0). Its normal is n = (−sin φ, cos φ, 0). The Burgers vector lies in this plane, so with component b_g along g,

b_x = b_g cos φ,  b_y = b_g sin φ = b cos λ.

The signs of the axes are chosen so that these are positive. The equibiaxial stress tensor is σ(I − ŷŷ), because the free surface carries no normal stress. Since n·b = 0 for glide,

n·σ·b = σ(n·b − n_y b_y) = −σ b cos φ cos λ.

The sign says which way the segment glides. The favourable direction releases energy for either sign of the film stress, so magnitudes suffice. When the segment advances by unit length, it sweeps a strip of width h/sin φ. The work is therefore

σ b h cos φ cos λ/sin φ = σ h b_x.   (4)

The right-hand side follows from b_x = b cos λ cos φ/sin φ. Physically, the advance relaxes the film by the in-plane edge displacement b_x, and the film force per unit width, σh, does work through it.

In steady glide the threading segment keeps its shape, so its own energy does not change. The only new elastic self-energy is W per unit advance. Slip also leaves a step on the free surface. Its energy is neglected here; a constant step energy per unit length would simply be added to W. The interaction of the dislocation with the film stress is already counted in (4). Equating (4) to W gives (1).

If glide also meets a friction stress τ_f on the slip plane, it dissipates τ_f b h/sin φ per unit advance. The balance becomes

σ b h cos φ cos λ/sin φ = W + τ_f b h/sin φ,

and division by the factor multiplying σ gives

σ_total = G W/(b h) + τ_f/(cos φ cos λ).   (5)

The line energy thus contributes additively to the yield stress, provided τ_f does not itself depend on σ or h.

**3. Line energy as an integral over wave number**

The deposited line borders a slipped region. Moving the mathematical cut from the slip plane to the interface shifts the material between them rigidly by b, which creates no strain outside the core. The cut may therefore lie along the interface. The choice of core does affect β, and here the displacement jump is smeared along the interface:

Δ_i(x) = b_i[1/2 + arctan(x/ζ)/π],  r₀ = 2ζ.

Its derivative is a Lorentzian with Fourier transform b_i exp(−ζ|k|). Hence Δ_i(k)Δ_j(k)* = b_i b_j exp(−r₀|k|)/k² for k ≠ 0. The k = 0 part is a rigid translation and costs nothing.

Let t = σ·ŷ be the traction at the interface. It acts as +t on the substrate face and as −t on the lower film face. If C_s and C_f are the compliances of the two bodies, the displacements are u_s = C_s t and u_f = −C_f t, so

Δ = u_f − u_s = −(C_f + C_s)t,  t = −SΔ,  S = (C_f + C_s)⁻¹.

The stored energy is −½∫t·Δ dx = ½∫Δ·SΔ dx. Since h is the only length in the elastic problem, S(k) = k s(kh) for k > 0. Reflection x → −x reverses the sign of the xy elements of S, so their contributions at k and −k cancel. By the same reflection the diagonal elements are even. The z displacement decouples. Therefore

W = (1/2π) Σ_i b_i² ∫₀^∞ s_i(kh) exp(−kr₀) dk/k.   (6)

The factor ½ of the energy, the 1/2π of the Fourier integral and the two signs of k combine to give this prefactor.

**4. Stiffness of two half-spaces**

When kh is large, the free surface is out of reach and the film acts as a half-space. Take a lower half-space with displacements proportional to exp(ikx), k > 0. For the screw component, u_z = U exp(ky) satisfies Laplace's equation and t_z = μkU. Its compliance is 1/(μk).

In plane strain, with e = div u, equilibrium reads

∇²u + ∇e/(1−2ν) = 0.

Its divergence gives ∇²e = 0, so e = E exp(ikx+ky). Try u = (U + yV)exp(ikx+ky). Since ∇² acting on the y term leaves 2kV, equilibrium gives

V_x = −iv,  V_y = −v,  v = E/[2(1−2ν)].

The condition div u = e becomes k(iU_x+U_y) − v = 2(1−2ν)v. With a = 3−4ν and w = iU_x+U_y, this is v = kw/a. Define also q̄ = U_y − iU_x. Hooke's law at y = 0 gives

t_x = μ(kU_x + ikU_y − iv) = μk(iq̄ − iw/a)
t_y = 2μ[kU_y − (1−2ν)v] = μk(q̄ + w/a).

The last step uses 2U_y = w+q̄ and a − 2(1−2ν) = 1. Adding and subtracting it_x yields

q̄ = (t_y − it_x)/(2μk),  w = a(t_y + it_x)/(2μk).

Because U_x = (w−q̄)/(2i) and U_y = (w+q̄)/2,

U_x = [(1−ν)t_x − i(1−2ν)t_y/2]/(μk)
U_y = [(1−ν)t_y + i(1−2ν)t_x/2]/(μk).   (7)

For the upper body, reflection in y reverses the off-diagonal signs. The summed compliance is (A I + D J)/k, where J has elements J_xy = −i, J_yx = i, zero diagonal, and

A = (1−ν_f)/μ_f + (1−ν_s)/μ_s
D = (1−2ν_s)/(2μ_s) − (1−2ν_f)/(2μ_f).

Since J² = I, the inverse is k(A I − D J)/(A²−D²). Writing s_i^∞ for s_i at large kh,

s_x^∞ = s_y^∞ = A/(A²−D²),  s_z^∞ = m.   (8)

Numerical solutions of the layered elastic equations agree with (8) in tests that include unequal Poisson ratios and strong modulus contrast.

**5. Why the free surface produces a logarithm**

For small q = kh, the energy is bounded by a trial state with the substrate undeformed and the film displaced by Δ, uniformly through its thickness. The strains are of order kΔ and the energy is of order μ_f k²h|Δ|². The minimum cannot be larger, so each s_i is at most a constant times q, and the integral in (6) converges at small k. For large q, the disturbance decays by exp(−q) on its way to the surface and again on its way back. The approach to s_i^∞ is therefore exponential, apart from powers of q.

With ε = r₀/h, split the integral at q = 1:

∫₀^∞ s_i e^(−εq) dq/q → ∫₀¹ s_i dq/q + ∫₁^∞ (s_i−s_i^∞) dq/q + s_i^∞ ∫₁^∞ e^(−εq) dq/q.

The arrow means that e^(−εq) is replaced by 1 in the first two terms, with an error of order ε. Substituting u = εq and integrating by parts turns the last integral into −ln ε − γ + O(ε), where γ = −∫₀^∞ e^(−u) ln u du is Euler's constant. Thus

ln β_i = −γ + (1/s_i^∞)[∫₀¹ s_i dq/q + ∫₁^∞ (s_i−s_i^∞) dq/q].   (9)

Each component contributes b_i² s_i^∞ ln(β_i h/r₀)/(2π). Collecting the logarithms gives (2), with

K = Σ_i (b_i/b)² s_i^∞,  K ln β = Σ_i (b_i/b)² s_i^∞ ln β_i.   (10)

**6. Equal media: an explicit case**

For equal media D = 0, and the interface traction without a free surface has magnitude S₀|Δ|, with S₀ = μk/[2(1−ν)] for edge components. Applying Hooke's law to the field of Section 4 at depth d below the loaded plane gives

t_x(d) = e^(−kd)[(1−kd)t_x + ikd t_y]
t_y(d) = e^(−kd)[(1+kd)t_y + ikd t_x].

Above the plane the imaginary terms change sign. At the future surface, d = h, a jump along x therefore gives |t|² = S₀²|Δ|²e^(−2q)[(1−q)²+q²]. A jump along y has (1+q)²+q² in the bracket.

Cut the medium at this height and release the traction slowly while holding Δ fixed. The two sides give up ½t*·(C_lower+C_upper)t = (1−ν)|t|²/(μk), since their off-diagonal compliances cancel. This must be subtracted from ½S₀|Δ|². For screw slip the same procedure has S₀ = μk/2, |t| = S₀|Δ|e^(−q) and summed compliance 2/(μk). Hence

s_x = μ[1 − e^(−2q)(1−2q+2q²)]/[2(1−ν)]
s_y = μ[1 − e^(−2q)(1+2q+2q²)]/[2(1−ν)]
s_z = μ[1 − e^(−2q)]/2.   (11)

The screw integral is ∫₀^∞(1−e^(−2q))e^(−εq)dq/q = ln(1+2/ε), which tends to ln(2h/r₀). The extra terms, evaluated at ε = 0, are ∫₀^∞e^(−2q)(2−2q)dq = 1/2 for x and −∫₀^∞e^(−2q)(2+2q)dq = −3/2 for y. Therefore

β_x = 2e^(1/2) = 3.297,  β_y = 2e^(−3/2) = 0.446,  β_z = 2.

These values belong to the smeared core used here. A real-space integral over the smeared screw and its image reproduces the Fourier energy in a separate test.

**7. Unequal media: computing β**

For screw slip, the film field is proportional to cosh[k(h−y)], so its compliance is 1/(μ_f k tanh kh). Adding 1/(μ_s k) and inverting gives

s_z = μ_f μ_s tanh q/(μ_s + μ_f tanh q).

For the edge components, set k = 1 and propagate displacement and traction through a film of thickness q. With L = 2μ_fν_f/(1−2ν_f) and M = L+2μ_f, Hooke's law and equilibrium give

u_x′ = t_x/μ_f − iu_y
u_y′ = (t_y − iLu_x)/M
t_x′ = (M−L²/M)u_x − i(L/M)t_y
t_y′ = −it_x.

The matrix exponential of this system supplies blocks P_tu and P_tt. Zero traction at the top means P_tu u_f + P_tt t = 0. Inserting u_f = Δ + C_s t gives

s = (P_tt + P_tu C_s)⁻¹ P_tu.   (12)

Its diagonal elements enter (6) and (9). Solving for t in this combination avoids forming the film compliance separately. That step would need the inverse of P_tu, which tends to zero with q, so the compliance becomes very large for thin films.

**8. What Nix's modulus replaces**

For a common ν, s_z^∞ = m and the edge value is m/{(1−ν)[1−(D/A)²]}. If f is the screw fraction b_z²/b², then

K/K_N = f(1−ν) + (1−f)/[1−(D/A)²],  K_N = m/(1−ν).   (13)

Nix's modulus thus treats the whole line as edge and drops D. The first approximation raises the modulus when f > 0 and ν > 0; the second lowers it when D ≠ 0. For a pure edge line in equal media, K = K_N.

A rigid substrate shows the second effect clearly. As μ_s → ∞, A → (1−ν)/μ_f and D → −(1−2ν)/(2μ_f), so

s_x^∞ → 4μ_f(1−ν)/(3−4ν),  K_N → μ_f/(1−ν).

At ν = 0.3 their ratio is 4(0.7)²/1.8 = 1.09. Nix's modulus is then about 8% below the pure-edge value.

**9. Worked example**

Take the round model parameters μ_f = 0.3 eV/Å³, μ_s = 0.5 eV/Å³, ν = 0.3 and b = r₀ = 3 Å. The geometry is that of a (111)-oriented fcc film with an inclined {111} slip plane: φ = 70.53°, λ = 35.26° and G = 3.464. The deposited line makes 60° with the Burgers vector. Its components are b_x = 0.866, b_y = 2.449 and b_z = 1.500 Å, so f = 0.25.

The combined modulus is m = 0.3×0.5/0.8 = 0.1875 eV/Å³, and |D/A| = 0.0714. The edge and screw stiffnesses are 0.2692 and 0.1875 eV/Å³. Equation (10) gives

K = 0.75×0.2692 + 0.25×0.1875 = 0.2488 eV/Å³.

Nix's modulus is 0.1875/0.7 = 0.2679 eV/Å³, which is 7.7% above K. In (13), the screw part accounts for this excess; the dropped contrast term acts the other way and changes the ratio by only about 0.4%.

The integrals give β = 2.935, 0.431 and 1.719 for x, y and z, combining to β = 0.665. At h = 1000 Å,

ln(βh/b) = ln(0.6649×1000/3) = 5.40
W = (9/2π)×0.2488×5.40 = 1.92 eV/Å
σ_c = 3.464×1.92/(3×1000) = 0.00222 eV/Å³.

The full integral gives 356 MPa. Equation (3) with the same β gives 0.00239 eV/Å³, or 383 MPa. The logarithmic law itself differs from the full integral by less than 0.1% here, so nearly all of this discrepancy comes from the modulus K_N. This comparison holds β fixed, and the choice of β can matter more than the modulus: with β = 2.6, a value often quoted with (3), the same formula gives 480 MPa, 35% above the full integral for the core used here. The numerical output lists the other thicknesses.

**10. Reading the thickness dependence**

Taking the logarithm of (1) with (2), and differentiating with respect to ln h at fixed β, gives

d ln σ_c/d ln h = −1 + 1/ln(βh/r₀).   (14)

The exponent is −0.815 at 1000 Å and −0.836 at 2000 Å. This explains the opening ratio: over that doubling the mean exponent is ln(0.564)/ln 2 = −0.83. At 8000 Å the local exponent is still only −0.866, because it approaches −1 as the inverse of a logarithm.

A plot of hσ_c against ln h is more informative than a fitted power. Equations (1) and (2) predict a straight line of slope GbK/(2π). Each doubling should therefore add 3.464×3×0.2488×0.693/(2π) = 0.285 eV/Å² to hσ_c. From 1000 to 2000 Å, the full integral raises it from 2.224 to 2.509 eV/Å², in agreement.

Friction must be removed before making that plot. With τ_f = 0.0002 eV/Å³, (5) adds 0.000735 eV/Å³ at every thickness. The total stress then falls from 0.00143 to 0.00112 eV/Å³ between 4000 and 8000 Å, an apparent exponent of −0.36. This weak dependence reflects the constant term, not a change in the line-energy law.

**11. Conditions for use**

The logarithm must be well above one and r₀/h small. Formula (14) reaches zero at βh/r₀ = e, which is h ≈ 12 Å in the example. A film only a few core lengths thick is outside the expansion, so the stress maximum implied there has no physical standing.

The core length matters even in thick films. Doubling r₀ at fixed β lowers the logarithm by 0.693, or 13% of its value at 1000 Å. The direction in which the core spreads matters as well, because the interaction of two parallel edge dislocations depends on the direction of their separation. For equal media and the geometry of the example, spreading the core along the slip plane instead of the interface roughly doubles β and raises σ_c by about 13% at 1000 Å. An additional core energy W_core per unit length can be absorbed by multiplying β by exp[2πW_core/(b²K)], since this adds W_core to (2). The energy of the surface step, neglected in Section 2, would enter in the same way and need not be small. Estimated as surface energy times step height b_y, with an assumed surface energy of 0.06 eV/Å², it is about 0.15 eV/Å in the example, or 8% of W at 1000 Å. A β fitted to data therefore contains core physics as well as elastic geometry. It should not be carried unchanged to another modulus ratio or line character.

Equation (1) is a threshold for moving an existing threading segment. It does not give the stress needed to create one. If neighbouring deposited lines interact, or grain boundaries obstruct the segment, their energy or resistance must be added to the balance. A cap can require a second deposited line and changes the elastic boundary condition, so the free-surface W is then insufficient. For a stress that varies through the film, (4) must be replaced by b times the integral of resolved shear stress over the swept strip.

Calculated quantities

```
Film shear modulus: 0.300 eV/A^3
Substrate shear modulus: 0.500 eV/A^3
Poisson ratio, both media: 0.30 (dimensionless)
Burgers length and core length r0: 3.00, 3.00 A
Angle phi: 70.53 degrees
Angle lambda: 35.26 degrees
Line-Burgers angle: 60.00 degrees
Burgers components x, y, z: 0.8660, 2.4495, 1.5000 A
Geometry factor: 3.4641 (dimensionless)
Combined modulus m: 0.18750 eV/A^3
Elastic contrast D/A magnitude: 0.07143 (dimensionless)
Short-wave stiffness x, y, z: 0.26923, 0.26923, 0.18750 eV/A^3
Equal-media beta x, y, z: 3.2974, 0.4463, 2.0000 (dimensionless)
Example beta x, y, z: 2.9348, 0.4309, 1.7185 (dimensionless)
Mixed-line K: 0.24880 eV/A^3
Nix K: 0.26786 eV/A^3
Combined beta: 0.6649 (dimensionless)
Nix excess over mixed-line law at same beta: 7.66 %
Friction shear stress in additive test: 0.000200 eV/A^3
Friction part of film stress: 0.000735 eV/A^3
h = 500 A: full line energy = 1.68046 eV/A
  full-integral critical stress = 0.0038809 eV/A^3
  mixed-line log law = 0.0038746 eV/A^3
  Nix stress = 0.0041714 eV/A^3
  local exponent = -0.7876 (dimensionless)
  total stress with friction = 0.0046157 eV/A^3
h = 1000 A: full line energy = 1.92614 eV/A
  full-integral critical stress = 0.0022241 eV/A^3
  mixed-line log law = 0.0022225 eV/A^3
  Nix stress = 0.0023928 eV/A^3
  local exponent = -0.8148 (dimensionless)
  total stress with friction = 0.0029590 eV/A^3
h = 2000 A: full line energy = 2.17248 eV/A
  full-integral critical stress = 0.0012543 eV/A^3
  mixed-line log law = 0.0012539 eV/A^3
  Nix stress = 0.0013499 eV/A^3
  local exponent = -0.8359 (dimensionless)
  total stress with friction = 0.0019891 eV/A^3
h = 4000 A: full line energy = 2.41916 eV/A
  full-integral critical stress = 0.0006984 eV/A^3
  mixed-line log law = 0.0006983 eV/A^3
  Nix stress = 0.0007517 eV/A^3
  local exponent = -0.8527 (dimensionless)
  total stress with friction = 0.0014332 eV/A^3
h = 8000 A: full line energy = 2.66602 eV/A
  full-integral critical stress = 0.0003848 eV/A^3
  mixed-line log law = 0.0003848 eV/A^3
  Nix stress = 0.0004143 eV/A^3
  local exponent = -0.8663 (dimensionless)
  total stress with friction = 0.0011197 eV/A^3
Main full-integral stress at 1000 A: 356.3 MPa
Main Nix stress at 1000 A: 383.4 MPa
```
